# Translation bounds that couple the principal permittivities of a two-phase dielectric

## A case that can be seen through: plain layers

Stack layers of two isotropic dielectrics, with relative permittivities $\varepsilon_1<\varepsilon_2$ and volume fractions $f_1+f_2=1$, along $x$. A field along $x$ crosses the layers in series, so $D_x$ is uniform. A field along $y$ or $z$ is continuous through all layers, so $E$ is uniform. The principal permittivities are therefore $(\varepsilon_h,\varepsilon_a,\varepsilon_a)$, with

$$\varepsilon_h=\Big(\frac{f_1}{\varepsilon_1}+\frac{f_2}{\varepsilon_2}\Big)^{-1},\qquad \varepsilon_a=f_1\varepsilon_1+f_2\varepsilon_2 .$$

These are the extreme values that any principal permittivity can take. Could another arrangement give $\varepsilon_h$ in all three directions? Suppose the value along $x$ is $\varepsilon_h$. As shown below, this requires a uniform displacement $D_0\hat x$ to be the true one. Then $\mathbf E=D_0\hat x/\varepsilon(\mathbf r)$ must be curl-free, so $\varepsilon$ cannot vary with $y$ or $z$. The material is layered, and its other two values are $\varepsilon_a$. A low permittivity in one direction has thus forced high ones in the others. The theorem makes this coupling quantitative for every microstructure.

## Setting and theorem

The composite is periodic in three dimensions, with a cell much smaller than any device dimension. Its response is static, local, linear and lossless, and its interfaces carry no free charge. Angle brackets denote the cell average. The symmetric effective tensor $\varepsilon^*$, relative to vacuum, is defined by

$$\mathbf E_0\cdot\varepsilon^*\mathbf E_0=\min_{\varphi}\langle\varepsilon|\mathbf E_0+\nabla\varphi|^2\rangle ,\tag{1}$$

with $\varphi$ periodic. The minimizer satisfies $\nabla\cdot\mathbf D=0$, where $\mathbf D=\varepsilon\mathbf E$ in units of $\epsilon_0$, and $\langle\mathbf D\rangle=\varepsilon^*\mathbf E_0$. There is a dual principle,

$$\mathbf D_0\cdot(\varepsilon^*)^{-1}\mathbf D_0=\min\langle|\mathbf D|^2/\varepsilon\rangle ,\tag{2}$$

over divergence-free $\mathbf D$ with mean $\mathbf D_0$. Indeed, add to the true $\mathbf D$ a divergence-free $\mathbf d$ of zero mean. The cross term is $2\langle\mathbf E\cdot\mathbf d\rangle=2\mathbf E_0\cdot\langle\mathbf d\rangle+2\langle\nabla\varphi\cdot\mathbf d\rangle=0$, the last average vanishing by parts, and the term $\langle|\mathbf d|^2/\varepsilon\rangle$ is positive unless $\mathbf d=0$.

A uniform $\mathbf E$ in (1) gives $\varepsilon^*\le\varepsilon_a$. A uniform $\mathbf D$ in (2) gives $(\varepsilon^*)^{-1}\le1/\varepsilon_h$. These are the Wiener limits, and equality in the second requires the uniform $\mathbf D$ to be the true one, as used above. Write $\Delta=\varepsilon_2-\varepsilon_1$ and let both fractions be nonzero. Then $\varepsilon_1<\varepsilon_h$ and $\varepsilon_a<\varepsilon_2$, so the inverses below exist and are positive definite.

**Theorem.** Besides the Wiener limits, $\varepsilon^*$ obeys

$$\operatorname{Tr}(\varepsilon^*-\varepsilon_1)^{-1}\le R_{\rm low}=\frac1{f_2}\Big(\frac3\Delta+\frac{f_1}{\varepsilon_1}\Big),\tag{3}$$

$$\operatorname{Tr}(\varepsilon_2-\varepsilon^*)^{-1}\le R_{\rm up}=\frac1{f_1}\Big(\frac3\Delta-\frac{f_2}{\varepsilon_2}\Big).\tag{4}$$

Every set of principal values that lies within the Wiener limits and gives equality in (3) or in (4) is reached by laminates with widely separated layer scales.

## Three lemmas

The bounds link the responses in different directions, so three loads are treated together. Let column $j$ of the matrix field $E_{ij}(\mathbf r)$ be the electric field under load $j$, and let $E_0=\langle E\rangle$ be any $3\times3$ matrix. Write $|E|^2=\sum_{ij}E_{ij}^2$. Adding (1) over the columns gives $\operatorname{Tr}(E_0^T\varepsilon^*E_0)=\langle\varepsilon|E|^2\rangle$ for the true fields.

**Lemma 1.** If the columns of $E$ are curl-free, $\langle|E|^2-(\operatorname{Tr}E)^2\rangle\ge|E_0|^2-(\operatorname{Tr}E_0)^2$.

*Proof.* Each Fourier component with $\mathbf k\ne0$ is a gradient in every column, hence of the form $\mathbf k\,\mathbf a^T$ with complex $\mathbf a$. Its squared norm is $|\mathbf k|^2|\mathbf a|^2$ and its trace is $\mathbf k\cdot\mathbf a$. By Parseval's identity the left side exceeds the right by $\sum_{\mathbf k\neq0}(|\mathbf k|^2|\mathbf a|^2-|\mathbf k\cdot\mathbf a|^2)$, which is nonnegative by the Cauchy–Schwarz inequality. ∎

The quadratic form $|E|^2-(\operatorname{Tr}E)^2$ is negative for some matrices, such as the identity. Its average is nevertheless controlled, because the differential constraint removes the dangerous fluctuations. This is compensated compactness.

**Lemma 2.** If the columns of $D$ are divergence-free with mean $D_0$, $\langle2|D|^2-(\operatorname{Tr}D)^2\rangle\ge2|D_0|^2-(\operatorname{Tr}D_0)^2$.

*Proof.* Now $\mathbf k^T\hat D=0$. With the projector $P=1-\mathbf k\mathbf k^T/|\mathbf k|^2$, we have $\hat D=P\hat D$ and $|P|^2=\operatorname{Tr}P=2$. Hence $|\operatorname{Tr}\hat D|^2=|\operatorname{Tr}(P\hat D)|^2\le2|\hat D|^2$ for each $\mathbf k\neq0$, and Parseval's identity finishes the proof. ∎

**Lemma 3.** Let a phase of fraction $s$ have indicator $\chi$, let $o=1-s$, and let $g,t>0$. Any matrix field $F$ with mean $F_0$ and $\tau=\operatorname{Tr}F_0$ satisfies

$$\langle g\chi|F|^2+t(\operatorname{Tr}F)^2\rangle\ge t\tau^2+\frac{s\,\tau^2}{3/g+o/t}.\tag{5}$$

*Proof.* The integrand is convex within each phase, so replacing $F$ by its phase means does not increase the average. Let $B$ be the mean in the marked phase, $A$ the other mean, and $\beta=\operatorname{Tr}B$. From $oA+sB=F_0$ we get $\operatorname{Tr}A=(\tau-s\beta)/o$. Also $|B|^2\ge\beta^2/3$, by the Cauchy–Schwarz inequality with the identity matrix. The average is therefore at least

$$\frac{sg\beta^2}3+t\Big[\frac{(\tau-s\beta)^2}o+s\beta^2\Big].$$

Because $s^2+so=s$, the bracket equals $(\tau^2-2s\tau\beta+s\beta^2)/o$. Because $1/o=1+s/o$, this is $\tau^2+(s/o)(\tau-\beta)^2$. The lower estimate becomes

$$t\tau^2+s\Big[\frac g3\beta^2+\frac to(\tau-\beta)^2\Big].$$

For $p,q>0$, the minimum of $p\beta^2+q(\tau-\beta)^2$ is at $\beta=q\tau/(p+q)$ and equals $\tau^2/(1/p+1/q)$. With $p=g/3$ and $q=t/o$ this is (5). ∎

## Proof of the two bounds

**Lower bound on the permittivity.** Subtract $\varepsilon_1$ times Lemma 1 from the energy of the true fields:

$$\operatorname{Tr}(E_0^T\varepsilon^*E_0)-\varepsilon_1\big(|E_0|^2-\tau^2\big)\ge\big\langle(\varepsilon-\varepsilon_1)|E|^2+\varepsilon_1(\operatorname{Tr}E)^2\big\rangle .$$

The factor $\varepsilon-\varepsilon_1$ is zero in phase 1 and $\Delta$ in phase 2. The right side is convex, and Lemma 3 applies with $s=f_2$, $g=\Delta$, $t=\varepsilon_1$. The terms $\varepsilon_1\tau^2$ cancel, leaving

$$\operatorname{Tr}\big[E_0^T(\varepsilon^*-\varepsilon_1)E_0\big]\ge\frac{(\operatorname{Tr}E_0)^2}{R_{\rm low}}\quad\text{for every }E_0.\tag{6}$$

Set $M=\varepsilon^*-\varepsilon_1$, $E_0=M^{-1}$ and $T=\operatorname{Tr}M^{-1}>0$. Then (6) reads $T\ge T^2/R_{\rm low}$, which is (3). Nothing is lost by this choice: the Cauchy–Schwarz inequality gives $(\operatorname{Tr}E_0)^2=[\operatorname{Tr}(M^{-1/2}M^{1/2}E_0)]^2\le T\operatorname{Tr}(E_0^TME_0)$, so (3) in turn implies (6).

**Upper bound.** Use (2) for three displacements and subtract $1/(2\varepsilon_2)$ times Lemma 2. The remaining coefficient of $|D|^2$ is $1/\varepsilon-1/\varepsilon_2$, which vanishes in phase 2 and equals $g=\Delta/(\varepsilon_1\varepsilon_2)$ in phase 1. Lemma 3 with $s=f_1$ and $t=1/(2\varepsilon_2)$, again after cancellation of $t\tau^2$, gives for $N=(\varepsilon^*)^{-1}-1/\varepsilon_2$

$$\operatorname{Tr}(D_0^TND_0)\ge\frac{f_1(\operatorname{Tr}D_0)^2}{3\varepsilon_1\varepsilon_2/\Delta+2f_2\varepsilon_2}.$$

The choice $D_0=N^{-1}$ yields $f_1\operatorname{Tr}N^{-1}\le3\varepsilon_1\varepsilon_2/\Delta+2f_2\varepsilon_2$. For a principal value $\lambda$ of $\varepsilon^*$,

$$\Big(\frac1\lambda-\frac1{\varepsilon_2}\Big)^{-1}=\frac{\lambda\varepsilon_2}{\varepsilon_2-\lambda}=\frac{\varepsilon_2^2}{\varepsilon_2-\lambda}-\varepsilon_2 .$$

Sum over the three values, multiply by $f_1/\varepsilon_2^2$, and move the constant to the right:

$$f_1\operatorname{Tr}(\varepsilon_2-\varepsilon^*)^{-1}\le\frac1{\varepsilon_2}\Big(3f_1+2f_2+\frac{3\varepsilon_1}\Delta\Big).$$

Since $3f_1+2f_2=3-f_2$ and $3(1+\varepsilon_1/\Delta)=3\varepsilon_2/\Delta$, this is (4). ∎

## Proof of attainment

Laminate a material of tensor $A$, fraction $p$, with an isotropic host $\varepsilon_m$, layer normal $\mathbf n$. Tangential continuity gives $\mathbf E_m=\mathbf E_A+\alpha\mathbf n$. Continuity of the normal displacement gives $\mathbf n\cdot A\mathbf E_A=\varepsilon_m(\mathbf n\cdot\mathbf E_A+\alpha)$, so $\alpha=\mathbf n\cdot(A-\varepsilon_m)\mathbf E_A/\varepsilon_m$. Let $\mathbf Q=p(A-\varepsilon_m)\mathbf E_A$. This is the mean of $\mathbf D-\varepsilon_m\mathbf E$, hence $\mathbf Q=(\varepsilon'-\varepsilon_m)\langle\mathbf E\rangle$ for the laminate tensor $\varepsilon'$. The mean field is

$$\langle\mathbf E\rangle=\mathbf E_A+(1-p)\alpha\mathbf n=\frac1p\Big[(A-\varepsilon_m)^{-1}+\frac{1-p}{\varepsilon_m}\mathbf n\mathbf n^T\Big]\mathbf Q .$$

Therefore

$$p(\varepsilon'-\varepsilon_m)^{-1}=(A-\varepsilon_m)^{-1}+\frac{1-p}{\varepsilon_m}\mathbf n\mathbf n^T .$$

Start from a core of the other phase, $\varepsilon_c$, and repeat with the same host on ever larger scales. Let $P_j=p_1\cdots p_j$ be the core fraction after step $j$, with $P_0=1$. Multiplying step $j$ by $P_{j-1}$ makes the sum telescope, with increments $P_{j-1}-P_j=f_mc_j$, where $c_j\ge0$ and $\sum_jc_j=1$:

$$f_c(\varepsilon^*-\varepsilon_m)^{-1}=\frac1{\varepsilon_c-\varepsilon_m}+\frac{f_m}{\varepsilon_m}\sum_jc_j\mathbf n_j\mathbf n_j^T .\tag{7}$$

Each $\mathbf n_j\mathbf n_j^T$ has unit trace. With host 1 the trace of (7) is equality in (3); with host 2, after a change of sign, it is equality in (4).

Use three orthogonal normals. For prescribed principal values $\lambda_i$, host 1 needs $c_i=(\varepsilon_1/f_1)[f_2/(\lambda_i-\varepsilon_1)-1/\Delta]$. This is nonnegative when $\lambda_i-\varepsilon_1\le f_2\Delta$, that is, $\lambda_i\le\varepsilon_a$. Host 2 needs $c_i=(\varepsilon_2/f_2)[1/\Delta-f_1/(\varepsilon_2-\lambda_i)]$, nonnegative when $\varepsilon_2-\lambda_i\ge f_1\Delta$, which is the same condition. Equality in the trace bound makes each set of weights sum to one. ∎

## Remarks

**Weak contrast.** Put $\lambda_i=\varepsilon_a-\delta_i$ with $\delta_i$ of order $\Delta^2$. Since $\varepsilon_a-\varepsilon_1=f_2\Delta$ and $\varepsilon_2-\varepsilon_a=f_1\Delta$,

$$\frac1{\lambda_i-\varepsilon_1}\simeq\frac1{f_2\Delta}+\frac{\delta_i}{f_2^2\Delta^2},\qquad\frac1{\varepsilon_2-\lambda_i}\simeq\frac1{f_1\Delta}-\frac{\delta_i}{f_1^2\Delta^2}.$$

Bound (3) becomes $\sum\delta_i\le f_1f_2\Delta^2/\varepsilon_1$, and (4) becomes $\sum\delta_i\ge f_1f_2\Delta^2/\varepsilon_2$. At leading order the two right sides coincide. The fractions then fix the total reduction below the arithmetic mean, and the microstructure merely shares it among the axes. Layers give it all to one axis; an isotropic mixture gives each axis a third.

**The tensor in a fixed frame.** Both phases are isotropic, so rotating a microstructure rotates $\varepsilon^*$, and the bounds cannot select principal axes. They do limit off-diagonal elements once the diagonal is known. Let $k_{xy}=k_{yz}=0$, and let $a,m,b$ be the $xx,yy,zz$ elements of $\varepsilon^*-\varepsilon_1$. The $xz$ block has inverse trace $(a+b)/(ab-k_{xz}^2)$, so (3) gives

$$k_{xz}^2\le ab-\frac{a+b}{R_{\rm low}-1/m}.\tag{8}$$

**Where the result fails.** A third phase, an anisotropic constituent, loss or interface charge changes the energy on which the proof rests. If the fractions are uncertain, the bounds must be evaluated over their whole range. Attainment was shown on the two bounding surfaces; no claim is made here about every tensor between them.

## A porous low-permittivity film

Take empty pores, $\varepsilon_1=1$, in a skeleton with $\varepsilon_2=3.0$, at porosity $f_1=0.30$. These are rough values typical of porous organosilicate insulation between copper lines. Let the out-of-plane permittivity, as a parallel-plate capacitor would give it, be $k_z=2.10$. Coupling between neighbouring lines depends strongly on the in-plane value $k_x$.

The Wiener limits are 1.875 and 2.400, and

$$R_{\rm low}=\frac{1.5+0.30}{0.70}=2.5714,\qquad R_{\rm up}=\frac{1.5-0.70/3}{0.30}=4.2222 .$$

An isotropic film with permittivity 2.10 would have lower trace $3/1.10=2.727>R_{\rm low}$. It is excluded, although each of its principal values separately satisfies the Wiener limits. Isotropic films must lie between 2.167 and 2.289, so with these inputs the film is anisotropic. The margin is thin: at porosity 0.33, $R_{\rm low}=1.83/0.67=2.731$ exceeds 2.727 and an isotropic film with 2.10 is allowed, as it is at porosity 0.31 with a skeleton value of 2.9.

If the film is uniaxial, $k_x=k_y$, then (3) and (4) give

$$k_x\ge1+\frac2{2.5714-1/1.10}=2.203,\qquad k_x\le3-\frac2{4.2222-1/0.90}=2.357 .$$

Both ends are attained, with weights along $z$ of 0.455 for the air host and 0.714 for the solid host. The laminate constructed for the lower end has solid isolated in air and could not support itself; the one for the upper end has a connected skeleton. Without uniaxial symmetry the range widens to 2.055–2.400, because $k_y$ can take up the compensation. The symmetry assumption therefore matters.

For diagonal elements $(2.22,2.22,2.10)$, equation (8) gives $|k_{xz}|\le0.133$. The Wiener limits alone would allow 0.232. Equation (8) uses only (3) and is not always the binding condition: for $(2.28,2.28,2.10)$ it allows 0.280 while the upper Wiener limit allows only $\sqrt{0.12\times0.30}=0.190$, and for $(2.35,2.35,2.10)$ the analogous consequence of (4) gives 0.086.

Four random pore structures, solved on a $21^3$ grid, test the bounds on tilted tensors. The grid fields obey the Fourier identities of Lemmas 1 and 2, so the bounds must hold on the grid itself; the permittivities still carry grid error as continuum values. One structure has principal values 2.064, 2.331 and 2.346. Its lower trace is $0.939+0.751+0.743\simeq2.43$, or 0.95 of the limit. Over all four, the traces reach 0.93–0.97 of their limits; at this contrast any admissible tensor already has ratios above about 0.90 for the lower and 0.85 for the upper trace, so these samples lie well inside the allowed region. The smallest principal value varies from 2.06 to 2.24, while the sum of the three stays between 6.74 and 6.76. These four samples come from one family of structures. At a contrast of three the bounds no longer fix the sum: it can lie anywhere from $3\times2.167=6.50$ to $3\times2.289=6.87$, and both ends are attained.

Now let lines 30 nm wide and 60 nm high run along $y$, with 30 nm gaps and neighbours at opposite potential. The sidewalls alone give $C=\epsilon_0k_x(60/30)$ per unit length. With $\epsilon_0=8.854$ aF/um, the uniaxial range becomes 39.0–41.7 aF/um. A field solution with 60 nm of film above and below the lines, and no flux through its outer faces, includes fringing and gives about 59–62 aF/um. At fixed $k_z$ the capacitance cannot fall as $k_x$ rises, since it is a minimum of an energy that increases with $k_x$; the ends of the $k_x$ range therefore bracket it. The Wiener range of $k_x$ would give about 52–63 aF/um. For a uniaxial film the trace bounds thus mainly remove the optimistic low values; without that symmetry they remove fewer of them.

Real films depart from the model in ways comparable with the width of this bracket. With $k_z$ held at 2.10, porosities of 0.28 and 0.32 move the uniaxial range to 2.28–2.41 and 2.13–2.30. Skeleton values of 2.9 and 3.1 move it to 2.13–2.28 and 2.28–2.44. Etching and cleaning can leave denser or damaged sidewalls: 2 nm skins of permittivity 3.0 on both walls, in series with a core at the mid-range 2.28, raise the gap value to 2.36. Pores of 2 nm are 0.07 of the gap, so the separation of scales is moderate. The field solution also omits the dielectric cap that covers real copper lines; a layer a few nanometres thick with permittivity near 5 raises the coupling by several aF/um, more than the width of the bracket.

Absorbed water can also matter. Take 1% by volume with the bulk permittivity of about 80, dilute in a medium $k=2.28$. The field inside a spherical droplet is $3k/(80+2k)$ times the applied field, which gives a shift of 0.06 if the droplet displaces material of permittivity $k$. Water that fills a pore displaces air instead, and the shift $0.01\cdot3k\,[(80-k)/(80+2k)+(k-1)/(1+2k)]$ is then about 0.08. Randomly oriented sheets, so thin and wide that the two tangential field components are not screened, give a limiting shift of about 0.5. This requires widths of hundreds of thicknesses, so water in separate 2 nm pores stays well below it. Water confined on this scale can also have a permittivity far below the bulk value. The bracket is meant for a dry film. At 1 V the mean gap field is 0.33 MV/cm, well below the rough breakdown scale of a few MV/cm, though fields at line corners are higher. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
pore, skeleton permittivity: 1.00, 3.00; porosity 0.30
Wiener limits: 1.8750 to 2.4000
trace limits R_low, R_up: 2.5714, 4.2222
isotropic film limits: 2.1667 to 2.2895
k_z = 2.10; isotropic film at k_z has lower trace 2.7273
k_x range, k_x = k_y: 2.2031 to 2.3571
k_x range, k_y free: 2.0548 to 2.4000
laminate weight along z, air host: 0.4545
laminate weight along z, solid host: 0.7143
diagonal (2.22, 2.22, 2.10): max |k_xz| 0.1327
  same from Wiener limits alone: 0.2324
random pore structures, grid 21^3 (principal values;
  lower trace/limit, upper trace/limit; E gap, D gap):
  2.2367 2.2603 2.2656; 0.9304 0.9529; 0.0048 0.1988
  2.0645 2.3314 2.3455; 0.9465 0.9692; 0.0049 0.1268
  2.1988 2.2124 2.3515; 0.9330 0.9614; 0.0056 0.1598
  2.0937 2.2961 2.3591; 0.9418 0.9673; 0.0057 0.1369
full tensor of second structure, xx yy zz xy xz yz:
  2.2999 2.1365 2.3051 0.0862 0.0430 -0.0813
line width, gap, height, cover: 30, 30, 60, 60 nm
sidewall capacitance: 39.01 to 41.74 aF/um
with fringing: 58.98 to 62.41 aF/um
with fringing, Wiener k_x range: 51.59 to 63.36 aF/um
grid change 1.0 to 0.5 nm: 0.13 %
neglected effects and input errors:
  k_x range at porosity 0.28: 2.2795 to 2.4098
  k_x range at porosity 0.32: 2.1316 to 2.3027
  k_x range at skeleton 2.90: 2.1267 to 2.2767
  k_x range at skeleton 3.10: 2.2818 to 2.4354
  mid-range k_x: 2.2801
  water, volume fraction 0.01, permittivity 80:
    shift of k as droplets 0.063, as sheets 0.526
  dense skins 2 nm on both walls: gap k_x 2.3555
  pore size 2 nm; pore/gap ratio 0.067
  mean field at 1.0 V: 0.333 MV/cm
```
